# Does an Arrhenius slope give the band-to-Fermi-level gap?

## Question

I am analysing a model data set for the dark conductivity of a thin semiconductor film. The numbers are round ones, in the rough range of undoped hydrogenated amorphous silicon. Between 300 and 420 K the plot of $\ln\sigma$ against $1/kT$ is a straight line with slope $-0.80$ eV, and its intercept corresponds to a prefactor of 3250 S/cm.

I concluded that the Fermi level lies 0.80 eV below the conduction mobility edge at room temperature. But the data were generated with a conductivity at the edge of 100 S/cm, about thirty times less than my prefactor. Where does the extra factor come from? And if the gap depended on temperature, would the plot not be curved?

## Answer

The slope does not tell you the gap at room temperature, and the straight line does not show that the gap is constant. Both points follow from differentiating the conductivity with care.

### What the conductivity measures

Let $E_c$ be the conduction mobility edge, above which electron states carry current without hopping. Apart from the surface bending considered near the end, the edge is taken to lie at the same energy throughout the film. Let $E_F$ be the Fermi level, and define

$$\Delta(T)=E_c(T)-E_F(T).$$

Both levels may move with temperature, and the current depends on their difference. For a small field, in the dark and in equilibrium, each energy contributes according to how strongly its occupation responds:

$$\sigma=\int \sigma(E)\left(-\frac{\partial f}{\partial E}\right)dE,\qquad f(E)=\frac{1}{1+e^{(E-E_F)/kT}} .$$

Take the simplest edge: $\sigma(E)=0$ below $E_c$ and a constant $\sigma_m$ above it. Since $f$ vanishes at high energy, the integral is

$$\sigma=\sigma_m\,[f(E_c)-f(\infty)]=\frac{\sigma_m}{1+e^{\Delta/kT}}\approx\sigma_m e^{-\Delta(T)/kT}.$$

The last step requires $\Delta\gg kT$. Its relative error is about $e^{-\Delta/kT}$, below $10^{-8}$ throughout your window. Electrons in traps below the edge carry no current in this model. They matter because their number helps to fix $E_F$.

### The slope is a tangent intercept

Write $\beta=1/kT$. The activation energy read from the plot is

$$E_a=-\frac{d\ln\sigma}{d\beta}=\frac{d(\beta\Delta)}{d\beta}=\Delta+\beta\,\frac{d\Delta}{dT}\frac{dT}{d\beta}.$$

Because $T=1/(k\beta)$, we have $dT/d\beta=-1/(k\beta^2)=-kT^2$. Multiplying by $\beta=1/kT$ leaves $-T$, so

$$\boxed{E_a(T)=\Delta(T)-T\,\frac{d\Delta}{dT}}$$

This has a simple geometric reading. The tangent to the curve $\Delta$ at temperature $T$ has the height $\Delta(T)+(T'-T)\,d\Delta/dT$ at another temperature $T'$. Setting $T'=0$ gives $E_a$. The slope is therefore the height at which the tangent meets the zero-temperature axis. It equals the gap at the measurement temperature if $d\Delta/dT=0$ there.

If the gap is not large compared with $kT$, the full expression $\sigma=\sigma_m f(E_c)$ must be kept. Then $\ln\sigma=\ln\sigma_m-\ln(1+e^{\beta\Delta})$, and the same differentiation gives $[1-f(E_c)](\Delta-T\,d\Delta/dT)$. A film whose Fermi level is close to the edge thus needs this further correction.

### Why a shrinking gap can give a straight line

Suppose that over the measured window

$$\Delta(T)=E_0-\gamma T,\qquad \gamma>0 .$$

Then

$$-\frac{\Delta}{kT}=-\frac{E_0}{kT}+\frac{\gamma}{k},\qquad
\sigma=\left(\sigma_m e^{\gamma/k}\right)e^{-E_0/kT}.$$

The part of the gap proportional to $T$ is divided by $T$ and becomes a constant. It disappears from the slope and reappears in the prefactor. The plot is straight, with slope energy $E_0$ at every temperature in the window, although the gap is changing throughout.

Your data were generated with $E_0=0.800$ eV, $\gamma=0.30$ meV/K and $\sigma_m=100$ S/cm. At 300 K the gap is

$$\Delta=0.800-(3.0\times10^{-4})(300)=0.710\ \text{eV},$$

which is $27.464\,kT$, so $\sigma=100\,e^{-27.464}=1.18\times10^{-10}$ S/cm. The same calculation at three temperatures gives:

| $T$ (K) | $\Delta$ (eV) | $\sigma$ (S/cm) | $E_a-\Delta$ (eV) |
|---|---|---|---|
| 300 | 0.710 | $1.18\times10^{-10}$ | 0.090 |
| 360 | 0.692 | $2.05\times10^{-8}$ | 0.108 |
| 420 | 0.674 | $8.17\times10^{-7}$ | 0.126 |

Integrating the conductivity numerically at 13 equally spaced temperatures and fitting a least-squares line to $\ln\sigma$ gives a slope energy of 0.800 eV and a prefactor of 3250 S/cm. The prefactor is accounted for by

$$\frac{\gamma}{k}=\frac{3.0\times10^{-4}}{8.617\times10^{-5}}=3.481,\qquad e^{3.481}=32.5,\qquad 100\times32.5=3250\ \text{S/cm}.$$

So your factor of thirty is the temperature dependence of the gap. If you insert 0.80 eV as the gap at 300 K and keep the true edge conductivity, you predict $3.64\times10^{-12}$ S/cm, which is too small by the same factor of 32.5. Using the fitted slope and fitted prefactor together reproduces the data, because the two changes compensate.

The sign of $\gamma$ matters. Let the gap widen by 0.10 meV/K, with $E_0$ and $\sigma_m$ held fixed. At 300 K the gap is then 0.830 eV, while the slope energy is still 0.800 eV. The slope now lies below the gap, and the fitted prefactor falls to 31.3 S/cm.

### How to recover the actual gap

The conductivity plot cannot separate the two explanations. A film with a constant gap $E_0$ and an edge conductivity $\sigma_m e^{\gamma/k}$ has the same nondegenerate conductivity at every temperature as your film. More points or a better fit will not distinguish them.

Independent knowledge of $\sigma_m$ will, provided the bands are flat and the conductivity steps from zero to a constant $\sigma_m$ at the edge. Solving $\sigma=\sigma_m e^{-\Delta/kT}$ for the gap gives

$$\Delta(T)=kT\ln\frac{\sigma_m}{\sigma(T)} .$$

With $\sigma_m=100$ S/cm and the conductivity at 300 K, this returns 0.710 eV. An uncertainty in $\sigma_m$ enters through a logarithm: a factor of two changes the inferred gap by $kT\ln2=18$ meV at 300 K. That is much less than the 90 meV error made by reading the slope as the gap. If $\sigma_m$ is known only to a factor of ten, the uncertainty is $kT\ln10=60$ meV and the gain is small.

Under the same conditions, and if the gap is linear in $T$ over the window, an independently known $\gamma$ for that window would also do, through $\Delta=E_0-\gamma T$ with $E_0$ read from the slope. It must be the coefficient of $E_c-E_F$. The temperature coefficient of the optical gap describes the distance between the two bands and does not say how that change is divided on either side of $E_F$.

### Is 0.80 eV at least the gap at zero temperature?

Not necessarily. It is the zero-temperature value of the straight line that describes the gap in your window. The real gap may leave that line on cooling.

A model with one vibration shows how. Let the vibration have quantum energy $k\Theta$, and let it reduce the gap in proportion to its mean energy, hence to $\langle2n+1\rangle$. The level weights are $e^{-n\Theta/T}$. Their geometric sum gives $\langle n\rangle=1/(e^{\Theta/T}-1)$, so with $x=\Theta/2T$

$$\langle2n+1\rangle=\frac{e^{2x}+1}{e^{2x}-1}=\coth x,\qquad \Delta=E_0-a\coth x .$$

At high temperature $\coth x\approx1/x=2T/\Theta$. The gap then follows $E_0-\gamma T$ if $a=\gamma\Theta/2$. At zero temperature $\coth x=1$, and the true gap is $E_0-a$: the zero-point motion still reduces it.

For the slope, use $dx/dT=-x/T$ and $d\coth x/dx=-1/\sinh^2x$:

$$\frac{d\Delta}{dT}=-\frac{a x}{T\sinh^2x},\qquad
E_a=E_0-a\coth x+\frac{a x}{\sinh^2x}.$$

When $T\gg\Theta$, the expansions $\coth x\approx1/x+x/3$ and $x/\sinh^2x\approx1/x-x/3$ give $E_a\approx E_0-2ax/3$, which tends to $E_0$. When $T\ll\Theta$, the last term vanishes and $E_a$ tends to the true zero-temperature gap $E_0-a$.

Take $\Theta=400$ K with your other parameters unchanged, so that $a=0.060$ eV. A fit over the same 13 temperatures gives a slope energy of 0.778 eV. The gap at 360 K is 0.681 eV and the true zero-temperature gap is 0.740 eV. The slope matches neither. Yet the largest deviation of $\ln\sigma$ from the fitted line is 0.006, or about 0.6% in conductivity. A plot that looks straight is therefore weak evidence about the gap outside the window.

### What if the prefactor itself depends on temperature?

The boxed formula assumed a constant $\sigma_m$. Suppose instead that the conductivity rises gradually above the edge, as $\sigma(E)=\sigma_m[(E-E_c)/\varepsilon_0]^s$, where $\varepsilon_0$ is a fixed energy. With $E-E_c=ukT$ and $-\partial f/\partial E\approx e^{-\Delta/kT-u}/kT$,

$$\sigma=\sigma_m\left(\frac{kT}{\varepsilon_0}\right)^s e^{-\Delta/kT}\int_0^\infty u^s e^{-u}\,du
=\sigma_m\Gamma(1+s)\left(\frac{kT}{\varepsilon_0}\right)^s e^{-\Delta/kT}.$$

The logarithm contains $s\ln(kT)=-s\ln\beta$, and $-d(-s\ln\beta)/d\beta=s/\beta=s\,kT$. This is added to the slope energy. For $s=1$ the fit over your window rises by 30 meV. The slope can thus differ from the gap even when the gap is constant.

### How large are the other omissions?

The first three estimates below each change one thing in the linear-gap model and repeat the fit. The last compares the sizes of competing currents without a new fit.

**Soft edge.** Let $\sigma(E)$ fall as $e^{(E-E_c)/w}$ below the edge, with $w<kT$ and $\Delta(1/w-1/kT)\gg1$, so that states near $E_F$ contribute negligibly. In units of the sharp-edge result, the states below $E_c$ add

$$\int_{-\infty}^0 e^{ukT/w}e^{-u}\,du=\frac{w}{kT-w}.$$

The total factor is $1+w/(kT-w)=1/(1-\beta w)$. Its logarithm changes the slope energy by $-w/(1-\beta w)$. For $w=10$ meV the fitted change is $-15$ meV. It grows steeply as $w$ approaches $kT$: $-30$ meV for $w=15$ meV and $-60$ meV for $w=20$ meV. The remaining numbers use $w=10$ meV. At 300 K the factor itself is 1.63, so a gap recovered from $\sigma_m$ with the sharp-edge formula would be 13 meV too small.

**Statistical motion of the Fermi level.** Let the density of states near $E_F$ fall with energy as $e^{-E/b}$, with $kT<b$. Heating moves electrons upward, where there are fewer states, so $E_F$ must rise to conserve their number. Measure energy from the zero-temperature Fermi level and call the rise $u_F$. Conservation requires

$$\int e^{-E/b}\,[f(E)-f_{T=0}(E)]\,dE=0 .$$

Integrating by parts turns this into $\int e^{-E/b}(-\partial f/\partial E)\,dE=1$, since the zero-temperature step contributes 1. Put $q=kT/b$ and use $f$ itself as the variable, with $e^{-(E-u_F)/kT}=f/(1-f)$:

$$e^{-u_F/b}\int_0^1 f^q(1-f)^{-q}\,df=e^{-u_F/b}\,\frac{\pi q}{\sin\pi q}=1 .$$

Hence $u_F=b\ln(y/\sin y)$ with $y=\pi kT/b$. For small $y$, $\ln(y/\sin y)\approx y^2/6$, so $u_F\approx\pi^2(kT)^2/6b$. The gap changes by $-u_F$. Since $u_F\propto T^2$, the slope energy changes by $-u_F+T\,du_F/dT\approx-u_F+2u_F=+u_F$. The gap decreases while the slope increases. For $b=150$ meV, $u_F$ is 11 meV at 360 K and the fitted slope energy rises by 11 meV.

**Surface accumulation.** Charge at the surface can lower the electron energies there by $\varphi_0$. With a constant density $g$ of gap states, a lowering $\varphi$ fills $g\varphi$ extra states per volume. Poisson's equation is then $\varphi''=\varphi/L^2$ with $L^2=\epsilon/(eg)$, where $\epsilon$ is the permittivity, $g$ is counted per eV and volume, and $\varphi$ in eV is numerically the potential in volts. For a thick film $\varphi=\varphi_0e^{-z/L}$ at depth $z$. Layers conduct in parallel along the film, so the measured conductance is multiplied by the depth average of $e^{\varphi/kT}$.

For $g=10^{16}$ eV$^{-1}$cm$^{-3}$ and relative permittivity 12, $L=258$ nm. In a film 1000 nm thick, an assumed $\varphi_0=0.10$ eV, held fixed with temperature, raises the conductance at 300 K by a factor of 5.1 and lowers the fitted slope energy by 55.5 meV. This is for one bent face; with both faces lowered by 0.10 eV the factor is 9.8 and the shift 66 meV.

**Parallel paths.** An electron hopping a distance $r$ near $E_F$ pays $2r/\alpha$ in the exponent for tunnelling, where $\alpha$ is the localization radius. It also pays $W/kT$, with $W=3/(4\pi r^3g)$, the energy range that holds one state in a sphere of radius $r$. Setting the derivative of the sum to zero gives $r^4=9\alpha/(8\pi gkT)$. The energy term is then $2r/3\alpha$, and the total is $8r/3\alpha$. With the same $g$ and $\alpha=1$ nm, the best hop at 300 K is 34 nm and the exponent is 91, against 27 for transport at the edge. With comparable prefactors, hopping among the states near $E_F$ is negligible here. This does not cover hopping in the band tail. With an exponential tail of width 25 meV and $4\times10^{21}$ eV$^{-1}$cm$^{-3}$ at the edge, a similar estimate puts the best hop just below $E_c$ with an exponent of about 30, close to that of edge transport; such a path acts like a soft edge. The value 91 is a rough size, because $W$, a quarter of the total exponent times $kT$, is nearly as large as $\Delta$, and $g$ would not stay constant over that range.

Holes have a gap $E_g-\Delta$, where $E_g$ separates the two mobility edges. With equal edge conductivities, the ratio of hole to electron conductivity is $e^{-(E_g-2\Delta)/kT}$. For a fixed $E_g=1.70$ eV it is at most $6\times10^{-5}$ in your window. If $E_g$ instead falls from 1.70 eV at 300 K by an assumed 0.45 meV/K, it reaches $3\times10^{-4}$, still negligible.

### Applying this to a real film

The values of $E_0$, $\gamma$ and $\sigma_m$ used here are round inputs meant to resemble undoped hydrogenated amorphous silicon, not measurements on a particular film. Individual films differ with deposition and history. The sizes of the omissions depend on the inputs chosen for them. With those used above, surface accumulation moves the slope most: the assumed 0.10 eV shifts it by 55.5 meV (a soft edge with $w=20$ meV instead of 10 meV would shift it slightly more), compared with the 90 meV difference between slope and gap at 300 K. It also spoils the recovery of $\Delta$ from $\sigma_m$, because a factor of 5.1 in conductance would be read as a gap smaller by $kT\ln5.1=42$ meV at 300 K. The reading therefore needs nearly flat bands, or a separate correction for the surface layer. Heating far above this window can change the defects and hydrogen content, so that the points no longer belong to one unchanged material. A film that has been exposed to light can change even inside the window, because light-induced defects anneal near its upper end. Such a film should be annealed in the dark first, and the heating and cooling curves should agree.

For your data, with $\sigma_m=100$ S/cm given, and with a step in conductivity at the edge and flat bands assumed, the gap to quote at 300 K is 0.71 eV. The 0.80 eV should be reported as the activation energy, together with its prefactor and temperature window.
